Why Combined Scattering Lowers Mobility Below Matthiessen's Prediction

Two scattering mechanisms, each acting alone, give the electrons of a model semiconductor the same mobility, 120360 atomic units. Adding the reciprocal mobilities predicts 60180 when both act together. The Boltzmann equation gives 53598, which is 10.9% below that prediction. The mechanisms do not interfere, and their scattering rates add at every energy. The missing mobility comes from averaging over energy, and it always has the same sign under the conditions set out below.

Hartree atomic units are used, so ħ, the electron mass and the elementary charge are one. Temperature enters as the thermal energy T. Electrons of charge −1 occupy an isotropic parabolic band E = k²/(2m) in d dimensions, with d = 2 for one subband of a thin channel and d = 3 for bulk material. Their velocity is v = k/m. A weak, uniform, steady field F points along z and exerts the force −F. In the steady state the distribution f(k) obeys

−F ∂f/∂k_z = Σ_i C_i[f],

where C_i is the collision term of channel i. The sum assumes that the channels are independent: their rates add, and none alters the matrix elements or the screening of another.

Let W_i(k,k′) be the transition rate from k to k′. For elastic and isotropic scattering it depends on the common energy of the two states and not on their directions, so W_i(k,k′) = W_i(k′,k). Arrivals minus departures, with the Pauli factors included, give

C_i[f] = ∫ dk′ W_i(k,k′) {f(k′)[1 − f(k)] − f(k)[1 − f(k′)]}
= ∫ dk′ W_i(k,k′) [f(k′) − f(k)],

because the products f(k)f(k′) cancel. The total departure rate defines the relaxation time, 1/τ_i(E) = ∫ dk′ W_i(k,k′).

Write f = f₀ + f₁, where f₀(E) is the Fermi function and f₁ is of first order in F. The collision term of f₀ vanishes, since f₀ has the same value at k and k′. On the left, ∂f₀/∂k_z = v_z f₀′, where the prime on f₀ means d/dE. On the right, the arrival term contains the average of f₁ over all directions at energy E. That average is zero: it is a scalar linear in the field, so it must change sign with F, yet a rotation that reverses F leaves it unchanged. Only departures remain:

−F v_z f₀′ = −f₁ Σ_i 1/τ_i.

With the total relaxation time defined by

1/τ(E) = Σ_i 1/τ_i(E),

the solution is f₁ = F τ v_z f₀′. As f₀′ is negative, more electrons move against the field than along it, as a negative charge requires.

Let g(E) be the density of states and n = ∫ g f₀ dE the electron density. The average of v_z² over directions is v²/d = 2E/(md). The drift velocity is therefore

v_d = (1/n) ∫ g F τ [2E/(md)] f₀′ dE.

The mobility is taken positive, μ = −v_d/F, which gives

μ = ⟨τ⟩/m,  ⟨A⟩ = [2/(dn)] ∫ A(E) E g(E) (−f₀′) dE.

This is a normalised average. Since g ∝ E^(d/2−1), the product Eg is proportional to E^(d/2), and its derivative is (d/2)g. Integration by parts, with vanishing boundary terms, gives

⟨1⟩ = [2/(dn)] ∫ (d/2) g f₀ dE = 1.

The result holds at any degeneracy. The weight depends on the band, the temperature and the density, but not on the scattering. If these are held fixed, channel i alone gives μ_i = ⟨τ_i⟩/m with the same weight. Matthiessen's prediction μ_M is defined by

1/μ_M = Σ_i 1/μ_i.

The claim is that μ ≤ μ_M whenever all μ_i are finite and positive, with equality if and only if the relaxation times are proportional to one another wherever the weight is positive.

The proof compares two sets of fractions. At energy E, the fraction of scattering events due to channel i is

p_i(E) = (1/τ_i)/(1/τ) = τ/τ_i.

Matthiessen's rule assigns each channel a fraction of the total reciprocal mobility,

a_i = (1/μ_i)/(1/μ_M) = μ_M/μ_i,

which does not depend on energy. Both sets sum to one. Now expand the following sum of squares at fixed energy:

Σ_i τ_i (a_i − p_i)² = Σ_i a_i² τ_i − 2 Σ_i a_i τ_i p_i + Σ_i τ_i p_i².

By definition τ_i p_i = τ. The middle term is then −2τ Σ_i a_i = −2τ, and the last is τ Σ_i p_i = τ. Hence

Σ_i τ_i (a_i − p_i)² = Σ_i a_i² τ_i − τ.

Average both sides. The a_i are constants, ⟨τ_i⟩ = mμ_i, and a_i μ_i = μ_M, so

Σ_i a_i² ⟨τ_i⟩ = m Σ_i a_i (a_i μ_i) = m μ_M Σ_i a_i = m μ_M.

Since ⟨τ⟩ = mμ, division by m leaves

μ_M − μ = (1/m) ⟨Σ_i τ_i (a_i − p_i)²⟩ ≥ 0.

This proves the inequality and also gives the size of the deficit. Matthiessen's rule would be right if each channel caused the same fraction of the collisions at every energy. The mobility is lowered by the mean square departure from that situation, weighted with the relaxation times.

The condition for equality follows from the same formula. Every term is non-negative and every τ_i is positive, so a zero average requires p_i(E) = a_i at almost every energy of positive weight. Then τ_i = τ/a_i, and the ratio τ_i/τ_j = a_j/a_i is constant. Conversely, suppose τ_i(E) = c_i τ₀(E) with constants c_i. Then τ = τ₀/Σ_j(1/c_j), and

p_i = (1/c_i)/Σ_j(1/c_j).

The mobilities μ_i = c_i⟨τ₀⟩/m give the same expression for a_i, so the deficit vanishes. The common function τ₀ may vary strongly with energy. Energy dependence alone does not break Matthiessen's rule; a difference in energy dependence does.

For two channels the deficit takes a simpler form. Here p₁ = τ₂/(τ₁+τ₂) and a₂ = 1 − a₁, so

a₁ − p₁ = [a₁τ₁ − (1 − a₁)τ₂]/(τ₁+τ₂) = (a₁τ₁ − a₂τ₂)/(τ₁+τ₂).

Since the fractions sum to one, a₂ − p₂ is the negative of this. The two squares are equal, and their weights add to τ₁+τ₂:

μ_M − μ = (1/m) ⟨(a₁τ₁ − a₂τ₂)²/(τ₁+τ₂)⟩.

The opening numbers belong to a three-dimensional, nondegenerate model with m = 0.25 and T = 0.0010 hartree, or 315.8 K. Let x = E/T. The first channel has a constant matrix element, so by the golden rule its rate is proportional to the density of final states, which grows as E^(1/2):

τ₁ = t₁ x^(−1/2).

The second channel consists of N scatterers per unit volume with an s-wave resonance, idealised as a phase shift of π/2 throughout the thermal energy range. The cross-section is then 4π/k², and s-wave scattering is isotropic. The rate is N(k/m)(4π/k²) = 4πN/(mk), so the relaxation time grows as k:

τ₂ = t₂ x^(1/2).

The chosen strengths are t₁ = 40000 and t₂ = 20000. At E = T the total relaxation time is 1/(1/40000 + 1/20000) = 13333. The product of wave number and mean free path is k²τ/m = 2Tτ = 26.7, large enough for a description by successive collisions to be reasonable. The value of t₂ corresponds to N = 1.5 × 10¹⁷ cm⁻³, a mean spacing of about 19 nm. The resonant idealisation is demanding: it requires a scattering length a well above the inverse thermal wave number 1/(2mT)^(1/2) = 2.4 nm. With the cross-section 4πa²/(1 + k²a²), τ₂ gains a term in x^(−1/2), which has the energy dependence of τ₁, and the deficit at equal separate mobilities shrinks from 10.9% to about 10.5% for a = 12 nm and about 5% for a = 2.4 nm. The pair of power laws is a solvable example, not a description of a particular impurity.

With f₀ ∝ e^(−x) and g ∝ x^(1/2), the normalised weight is x^(3/2)e^(−x)/Γ(5/2), where Γ(5/2) = 1.32934. The separate mobilities are

μ₁ = t₁Γ(2)/[mΓ(5/2)] = 40000/(0.25 × 1.32934) = 120360,

μ₂ = t₂Γ(3)/[mΓ(5/2)] = 2 × 20000/(0.25 × 1.32934) = 120360.

For both channels together, set r = t₁/t₂. Then

1/τ = x^(1/2)/t₁ + r x^(−1/2)/t₁ = (x + r)/(t₁ x^(1/2)),

so τ = t₁x^(1/2)/(x + r) and

μ = t₁/[mΓ(5/2)] ∫₀^∞ x² e^(−x)/(x + r) dx.

Division of polynomials gives x²/(x + r) = x − r + r²/(x + r). The first two terms integrate to 1 − r. In the last, the substitution y = x + r gives

∫₀^∞ e^(−x)/(x + r) dx = e^r ∫_r^∞ (e^(−y)/y) dy = e^r E₁(r),

where E₁ is the exponential integral. Therefore

μ = μ₁ B(r),  B(r) = 1 − r + r² e^r E₁(r).

Here r = 2 and E₁(2) = 0.0489005, so B = −1 + 4e² × 0.0489005 = 0.44531. The mobility is 120360 × 0.44531 = 53598. A numerical solution of the Boltzmann equation on a grid of wave numbers and angles, with the arrival term retained, gives the same value. One atomic unit of mobility is 0.042544 cm²/(V s), so the Boltzmann result is 2280 cm²/(V s), against 2560 cm²/(V s) from Matthiessen's rule.

The fractions show where the difference arises. Since the separate mobilities are equal, a₁ = 1/2. The actual fraction is p₁ = τ/τ₁ = x/(x + 2), which is 0.20 at x = 0.5, 0.50 at x = 2 and 0.80 at x = 8. Slow electrons are scattered mainly by the resonant centres and fast electrons mainly by the first channel. Acting alone, the first channel would leave the slow electrons with long relaxation times, and the second would do the same for the fast ones. Together, each shortens the long times that the other would have allowed. With τ₁ = 2t₂x^(−1/2) and τ₂ = t₂x^(1/2), the two-channel formula becomes

μ_M − μ = [t₂/(4m)] ⟨(2 − x)²/[x^(1/2)(2 + x)]⟩.

The integrand vanishes at x = 2, where the two fractions agree, and is positive on both sides. Quadrature of the deficit gives 6582, equal to the difference 60180 − 53598.

Opposite trends are not needed for a deficit. Two times that both rise with energy, but with different powers, also have a varying ratio, and the proof then gives μ < μ_M.

The size of the effect depends on the balance between the channels. Since μ₁/μ₂ = r/2, Matthiessen's prediction is μ_M = μ₁/(1 + r/2), and

μ/μ_M = (1 + r/2) B(r).

When r is small, the first channel dominates. The term r²e^rE₁(r) is then smaller than terms linear in r, so B ≈ 1 − r and

μ/μ_M ≈ (1 + r/2)(1 − r) ≈ 1 − r/2.

When r is large, the second channel dominates. Expanding 1/(x + r) in powers of x/r under the integral gives the asymptotic series e^rE₁(r) ≈ 1/r − 1/r² + 2/r³ − 6/r⁴. Hence B ≈ 2/r − 6/r², and to first order in 1/r

μ/μ_M ≈ 1 + 2/r − 3/r = 1 − 1/r.

The rule is recovered in both limits because one channel causes nearly all the collisions over the energies that matter. The smallest ratio found numerically is 0.890, at r = 1.64, where a₁ = 0.55. For this pair of power laws in a three-dimensional, nondegenerate band, the deficit therefore reaches about 11% of μ_M, near but not precisely at equal separate mobilities. Another dimension or degeneracy changes the energy weight and with it this maximum.

The error grows when the rule is used in reverse. Suppose μ and μ₁ are known and μ₂ is inferred by subtraction:

1/(1/μ − 1/μ₁) = 1/(1/53598 − 1/120360) ≈ 96630.

This is 20% below the true μ₂ of 120360. The inequality fixes the direction of the error: 1/μ − 1/μ₁ is at least 1/μ₂, so the inferred mobility cannot exceed the true one. The relative error is larger than the original 10.9% because the whole excess of reciprocal mobility is assigned to a channel that accounts for only half of 1/μ_M.

If the resonant centres are replaced by a second channel with a constant matrix element and t = 120000, both times vary as x^(−1/2). The second mobility is then 3μ₁, and Matthiessen's rule gives (3/4) × 120360 = 90270. The Boltzmann solution gives 90270 as well, as the equality condition requires.

Strong degeneracy is a second route to the rule, even for times that are not proportional. Let ζ be the chemical potential, with T much smaller than ζ, and let the times vary smoothly near ζ. The weight is then concentrated within a few T of ζ, and to leading order it equals −f₀′. With y = (E − ζ)/T, its variance is

⟨(E − ζ)²⟩ ≈ T² ∫ y² e^(−y)/(1 + e^(−y))² dy,

where y runs from −∞ to ∞. The integrand is even. For y > 0, the expansion e^(−y)/(1 + e^(−y))² = Σ_j (−1)^(j+1) j e^(−jy), with j = 1, 2, 3 and so on, gives

2 Σ_j (−1)^(j+1) j (2/j³) = 4 Σ_j (−1)^(j+1)/j² = 4(π²/12) = π²/3.

The mean of E − ζ is of order T², so a_i differs from p_i(ζ) only at that order. To first order in E − ζ, therefore, a_i − p_i(E) ≈ −(E − ζ) dp_i/dE. For two channels, differentiation of p₁ = τ₂/(τ₁+τ₂) gives

dp₁/dE = −p₁p₂ D,  D = d ln(τ₁/τ₂)/dE,

and dp₂/dE has the opposite sign. Since τ₁+τ₂ = τ/(p₁p₂), the deficit formula yields

μ_M − μ ≈ (1/m) [τ/(p₁p₂)] (p₁p₂D)² (π²T²/3).

At this order μ_M ≈ τ(ζ)/m, and so

1 − μ/μ_M ≈ (π²/3) p₁p₂ T² D²,

with all quantities taken at ζ. If τ₁/τ₂ varies as E^s, then D = s/ζ, and the relative deficit is (π²/3) p₁p₂ s² (T/ζ)², which falls as T² at fixed ζ provided the functions τ₁(E) and τ₂(E) do not themselves depend on temperature. If they do, p₁p₂ changes with T as well. In the model above, where the times depend on E/T, p₂ = r/(x + r) ≈ rT/ζ and the deficit falls as T³. A degenerate electron gas in a single isotropic band samples a narrow range of energies, over which the fractions hardly change. This route fails when the fractions differ between parts of the Fermi surface. Take two subbands of equal mass, with no scattering between them, holding 2/3 and 1/3 of the electrons, and let τ₁ be 1 and 4 in them and τ₂ be 4 and 1. The separate averages are 2 and 3, the Matthiessen average is 1.2, the true time is 0.8 in both subbands, and μ/μ_M = 2/3 however low the temperature.

No such smallness holds in general, and there is no universal positive lower bound on μ/μ_M. Divide the energy axis at the point that leaves half the transport weight on each side. Let τ₁ be 1 below this point and ε above it, in any unit of time, and let τ₂ be ε below and 1 above. Each separate average is (1 + ε)/2, so the Matthiessen average is (1 + ε)/4. With both channels present, τ = ε/(1 + ε) at every energy. The ratio is

μ/μ_M = 4ε/(1 + ε)²,

which tends to zero with ε. For ε = 0.01 it is 0.0392, so Matthiessen's rule overestimates the mobility by a factor of about 26. Less extreme variations were also tried. In 300 random sets of three channels, with times drawn from a limited family of rippled power laws, in two and three dimensions and at varied degeneracy, the ratio ranged from 0.6265 to 0.9994. The deficit formula was tested on every set.

The requirement of finite μ_i excludes a channel that is inactive over part of the energy range, for its separate average diverges. The inequality survives if its reciprocal mobility is counted as zero: the extra rate can only shorten τ, and the remaining channels already obey the proof. Equality is then lost if the remaining mobility is finite and the extra channel acts on any range of positive weight.

Isotropic scattering can be replaced by elastic scattering whose rate depends on the energy and on the angle Θ between the two wave vectors. The vectors k and k′ have equal length, so by symmetry about k the average of the vector k′ is ⟨cos Θ⟩ times the vector k, where this average is over scattering angles. Since f₁ is proportional to k_z at fixed energy, arrivals restore the fraction ⟨cos Θ⟩ of what departures remove. The relaxation rate becomes the departure rate times 1 − ⟨cos Θ⟩. These reduced rates still add over channels. With p_i now denoting the share of channel i in the total reduced rate, instead of its share of the scattering events, the rest of the proof is unchanged. Suppose that in three dimensions both channels have the distribution (1 + bc)/2 of c = cos Θ, with b = 0.60 and unchanged departure rates. Then ⟨cos Θ⟩ = b/3 = 0.20, and the mobility rises by a factor of 1/0.80 = 1.25, as the numerical output confirms.

The proof does not cover scattering that couples f₁ at different energies, because the effective relaxation time at one energy then depends on those at other energies, and the reciprocal times of the separate channels no longer simply add. Nor does it cover several subbands or ellipsoidal valleys without further work. In these cases the explicit deficit formula is lost, but not the sign. When each linearised collision operator obeys detailed balance, Kohler's variational principle writes 1/μ as the minimum over trial distributions of a functional that is additive over channels. The minimum of a sum is at least the sum of the minima, so μ ≤ μ_M still holds. The comparison must also be made at fixed density, temperature and screening. If μ₁ is taken from a sample with a different carrier density, the energy weight and possibly the scattering itself have changed, and the measured combination may fall on either side of the prediction.

Values computed for the example and the checks

```
band mass m = 0.25 electron masses
thermal energy T = 0.0010 hartree
temperature = 315.8 K
t1 = 40000 a.u. of time
t2 = 20000 a.u. of time
r = t1/t2 = 2.00 (dimensionless)
k times mean free path at E=T = 26.67 (dimensionless)
Gamma(5/2) = 1.329340 (dimensionless)
E1(r) = 0.0489005 (dimensionless)
bracket 1-r+r^2 e^r E1(r) = 0.445314 (dimensionless)
mu_1, Boltzmann solution = 120360.4 a.u.
mu_2, Boltzmann solution = 120360.4 a.u.
mu_M, Matthiessen = 60180.2 a.u.
mu, Boltzmann solution = 53598.2 a.u.
mu, closed form = 53598.2 a.u.
mu_M - mu, from squared shares = 6582.0 a.u.
mu/mu_M = 0.89063 (dimensionless)
mobility unit: 1 a.u. = 0.042544 cm^2/(V s)
mu_M converted = 2560.3 cm^2/(V s)
mu converted = 2280.3 cm^2/(V s)
Matthiessen share a_1 = 0.5000 (dimensionless)
actual share p_1 at E/T=0.5: 0.2000
actual share p_1 at E/T=2.0: 0.5000
actual share p_1 at E/T=8.0: 0.8000
mu_2 extracted by subtraction = 96628.2 a.u.
extracted/true mu_2 = 0.8028 (dimensionless)
smallest mu/mu_M over r = 0.88985 (dimensionless)
r at smallest mu/mu_M = 1.641 (dimensionless)
a_1 at smallest mu/mu_M = 0.5494
second constant-matrix-element channel: t = 120000 a.u.
proportional pair, mu = 90270.3 a.u.
proportional pair, mu_M = 90270.3 a.u.
random channel sets tested = 300
random sets, smallest mu/mu_M = 0.6265
random sets, largest mu/mu_M = 0.999405
two-half model, epsilon = 0.01 (dimensionless)
two-half model, mu/mu_M = 0.03921 (dimensionless)
anisotropy coefficient b = 0.60 (dimensionless)
anisotropic/isotropic mobility = 1.25000
```
